# Coordination-number bias: switch, forces and cell stress: verification in Python

```python
"""Rational coordination-number switch: regular form, bias forces and bias stress.

Result under test, with x = r/R0 and integers 0 < N_EXP < M_EXP:
  s(x) = (1-x^n)/(1-x^m) = P_n(x)/P_m(x),   P_k = 1 + x + ... + x^(k-1)
  f(r) = (s - s_c)/(1 - s_c) for r < CUTOFF, else 0;  s_c = s(CUTOFF/R0)
  C = (1/N_A) sum of f(|d|) over i in A, j in B and all periodic images
  force on atom i = -V'(C) dC/dr_i
  stress = V'(C) Xi / volume,  Xi_ab = (1/N_A) sum f'(r) d_a d_b / r
Rows of a cell matrix are lattice vectors. Strain e maps every vector r to
(1+e) r. Stress is (1/volume) dV/de, positive under tension.
Lengths in bohr, energies in hartree. The finite differences use a separately
coded energy built from the original quotient and a plain sum over images.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants

N_EXP, M_EXP = 8, 14
R0, CUTOFF = 4.0, 10.6
KAPPA, C_TARGET = 0.05, 3.0
STEP = 1.0e-3          # finite-difference step for lengths, bohr
STRAIN_STEP = 1.0e-4   # finite-difference step for strain

cell = np.array([[10.0, 0.0, 0.0], [1.0, 9.0, 0.0], [-1.0, 0.5, 11.0]])
positions = np.array([[1.0, 1.0, 1.0], [9.0, 8.0, 9.5], [5.0, 1.0, 1.0],
                      [1.5, 5.0, 2.0], [4.5, 4.0, 6.0], [8.0, 5.0, 7.5]])
group_a = np.array([0, 1])
group_b = np.arange(6)


# ---------- implementation under test ----------
def geometric_sum(x, terms):
    """Value and slope of 1 + x + ... + x^(terms-1) by Horner's scheme."""
    value, slope = np.zeros_like(x), np.zeros_like(x)
    for _ in range(terms):
        slope = slope * x + value
        value = value * x + 1.0
    return value, slope


def rational_switch(x, n=N_EXP, m=M_EXP):
    """s(x) and ds/dx, regular at x = 1."""
    x = np.asarray(x, dtype=float)
    top, top_slope = geometric_sum(x, n)
    bottom, bottom_slope = geometric_sum(x, m)
    s = top / bottom
    return s, (top_slope - s * bottom_slope) / bottom


def coordination(pos, lattice, first, second):
    """C, its gradient on every atom, and the cell virial Xi."""
    volume = abs(np.linalg.det(lattice))
    heights = [volume / np.linalg.norm(np.cross(lattice[(k + 1) % 3],
                                              lattice[(k + 2) % 3]))
               for k in range(3)]
    ranges = [np.arange(-c, c + 1) for c in
              (int(np.ceil(CUTOFF / height + 0.5)) for height in heights)]
    shifts = np.stack(np.meshgrid(*ranges, indexing="ij"), -1).reshape(-1, 3)
    i_atom = np.repeat(first, len(second))
    j_atom = np.tile(second, len(first))
    d = pos[j_atom] - pos[i_atom]
    d = d - np.rint(d @ np.linalg.inv(lattice)) @ lattice
    vectors = d[:, None, :] + (shifts @ lattice)[None, :, :]
    r = np.linalg.norm(vectors, axis=2)
    keep = (r > 1e-8) & (r < CUTOFF)
    pair_index = np.nonzero(keep)[0]
    vectors, r = vectors[keep], r[keep]
    s_cut = rational_switch(CUTOFF / R0)[0]
    s, slope = rational_switch(r / R0)
    value = np.sum((s - s_cut) / (1 - s_cut)) / len(first)
    weight = slope / (R0 * (1 - s_cut) * r * len(first))
    pair_gradient = weight[:, None] * vectors
    gradient = np.zeros_like(pos)
    np.add.at(gradient, j_atom[pair_index], pair_gradient)
    np.add.at(gradient, i_atom[pair_index], -pair_gradient)
    return value, gradient, vectors.T @ pair_gradient


# ---------- independent energy used by the finite differences ----------
def quotient_switch(r):
    """Truncated switch from the original quotient, via logarithms."""
    def quotient(x):
        u = np.log(x)
        result = np.full_like(u, N_EXP / M_EXP)
        off = u != 0
        result[off] = np.expm1(N_EXP * u[off]) / np.expm1(M_EXP * u[off])
        return result
    r = np.atleast_1d(np.asarray(r, dtype=float))
    s_cut = quotient(np.array([CUTOFF / R0]))[0]
    return np.where(r < CUTOFF, (quotient(r / R0) - s_cut) / (1 - s_cut), 0.0)


IMAGES = np.array([(a, b, c) for a in range(-3, 4) for b in range(-3, 4)
                   for c in range(-3, 4)])


def direct_distances(pos, lattice):
    d = pos[group_b][None, :, :] - pos[group_a][:, None, :]
    vectors = d[:, :, None, :] + (IMAGES @ lattice)[None, None, :, :]
    r = np.linalg.norm(vectors, axis=3).ravel()
    return r[r > 1e-8]


def direct_energy(pos, lattice):
    c_value = quotient_switch(direct_distances(pos, lattice)).sum() / len(group_a)
    return 0.5 * KAPPA * (c_value - C_TARGET) ** 2


def numerical_gradient(energy, shape, step, order=4):
    """Central differences of energy(change) for each entry of change."""
    result = np.zeros(shape)
    for index in np.ndindex(*shape):
        unit = np.zeros(shape)
        unit[index] = 1.0
        near = energy(step * unit) - energy(-step * unit)
        if order == 2:
            result[index] = near / (2 * step)
        else:
            far = energy(2 * step * unit) - energy(-2 * step * unit)
            result[index] = (8 * near - far) / (12 * step)
    return result


# ---------- the switch at and near x = 1 ----------
t = sp.symbols("t", positive=True)
for n, m in ((6, 12), (8, 14), (5, 9)):
    quotient = (1 - t**n) / (1 - t**m)
    s_one, slope_one = rational_switch(1.0, n, m)
    limit_s = sp.limit(quotient, t, 1)
    limit_slope = sp.limit(sp.together(sp.diff(quotient, t)), t, 1)
    assert limit_s == sp.Rational(n, m)
    assert limit_slope == sp.Rational(n * (n - m), 2 * m)
    assert abs(s_one - float(limit_s)) < 1e-14
    assert abs(slope_one - float(limit_slope)) < 1e-13
grid = np.linspace(0.0, 3.0, 61)
assert np.allclose(rational_switch(grid, 6, 12)[0], 1 / (1 + grid**6),
                   rtol=0, atol=1e-14)


def textbook_slope(x):
    top, bottom = 1 - x**N_EXP, 1 - x**M_EXP
    return (-N_EXP * x**(N_EXP - 1) * bottom
            + M_EXP * x**(M_EXP - 1) * top) / bottom**2


with np.errstate(all="ignore"):
    assert np.isnan(textbook_slope(np.array([1.0]))[0])
mp.mp.dps = 60
slope_errors = []
for offset in (1e-3, 1e-5, 1e-7):
    points = 1 + offset * np.linspace(1, 2, 30)
    accurate = np.array([float(mp.diff(
        lambda y: (1 - y**N_EXP) / (1 - y**M_EXP), mp.mpf(float(p))))
        for p in points])
    slope_errors.append((offset,
                         np.max(abs(textbook_slope(points) - accurate)),
                         np.max(abs(rational_switch(points)[1] - accurate))))
assert all(row[2] < 1e-13 for row in slope_errors)
assert slope_errors[2][1] > 1e3 * slope_errors[1][1] > 1e3 * slope_errors[0][1]

s_cut, slope_cut = rational_switch(CUTOFF / R0)
jump = slope_cut / (R0 * (1 - s_cut))
delta = 1e-5
one_sided = (quotient_switch(CUTOFF)[0] - quotient_switch(CUTOFF - delta)[0]) / delta
assert abs(one_sided - jump) < 1e-6

# ---------- worked example ----------
volume = abs(np.linalg.det(cell))
c_value, gradient, virial = coordination(positions, cell, group_a, group_b)
bias_energy = 0.5 * KAPPA * (c_value - C_TARGET) ** 2
bias_slope = KAPPA * (c_value - C_TARGET)
forces = -bias_slope * gradient
stress = bias_slope * virial / volume
pressure = -np.trace(stress) / 3
assert abs(bias_energy - direct_energy(positions, cell)) < 1e-13

margin = np.min(abs(direct_distances(positions, cell) - CUTOFF))
assert margin > 2.5 * STEP   # no pair crosses the cutoff in any difference


def energy_moved(change):
    return direct_energy(positions + change, cell)


def energy_strained(strain):
    deform = (np.eye(3) + strain).T
    return direct_energy(positions @ deform, cell @ deform)


fractional = positions @ np.linalg.inv(cell)


def energy_cell(change):
    return direct_energy(fractional @ (cell + change), cell + change)


fd_forces = -numerical_gradient(energy_moved, positions.shape, STEP)
fd_stress = numerical_gradient(energy_strained, (3, 3), STRAIN_STEP) / volume
fd_cell = numerical_gradient(energy_cell, (3, 3), STEP)
cell_gradient = bias_slope * np.linalg.solve(cell.T, virial)
force_error = np.max(abs(fd_forces - forces))
stress_error = np.max(abs(fd_stress - stress))
cell_error = np.max(abs(fd_cell - cell_gradient))
assert force_error < 1e-9 and np.max(abs(forces)) > 1e-4
assert stress_error < 1e-11 and np.max(abs(stress)) > 1e-7
assert cell_error < 1e-9

fd_scale = numerical_gradient(lambda e: energy_strained(e[0] * np.eye(3)),
                              (1,), STRAIN_STEP)[0]
fd_pressure = -fd_scale / (3 * volume)
assert abs(fd_pressure - pressure) < 1e-11

error_coarse, error_fine = (np.linalg.norm(
    -numerical_gradient(energy_moved, positions.shape, h, order=2) - forces)
    for h in (2 * STEP, STEP))
assert abs(error_coarse / error_fine - 4) < 0.05

# ---------- periodic images ----------
self_c, self_gradient, self_virial = coordination(
    positions[:1], cell, np.array([0]), np.array([0]))
assert np.max(abs(self_gradient)) < 1e-14
stress_without_self = bias_slope * (virial - self_virial) / volume
self_omission = np.max(abs(stress_without_self - fd_stress))
assert self_omission > 100 * stress_error

atomic_virial = positions.T @ gradient
moved = positions.copy()
moved[1] -= cell.sum(axis=0)
moved_c, moved_gradient, moved_virial = coordination(moved, cell, group_a, group_b)
moved_atomic_virial = moved.T @ moved_gradient
assert abs(moved_c - c_value) < 1e-12
assert np.allclose(moved_virial, virial, rtol=0, atol=1e-11)
assert abs(np.trace(atomic_virial - virial)) > 0.1
assert abs(np.trace(moved_atomic_virial - atomic_virial)) > 0.1

edge = 5.0
one = coordination(np.zeros((1, 3)), edge * np.eye(3), np.array([0]), np.array([0]))
corners = edge * np.array([(a, b, c) for a in (0, 1) for b in (0, 1) for c in (0, 1)])
eight = coordination(corners, 2 * edge * np.eye(3), np.arange(8), np.arange(8))
assert abs(one[0] - eight[0]) < 1e-12
assert np.allclose(one[2], eight[2], rtol=0, atol=1e-11)
assert np.max(abs(eight[1])) < 1e-12

# ---------- output ----------
gpa = (physical_constants["Hartree energy"][0]
       / physical_constants["Bohr radius"][0] ** 3 / 1e9)
print(f"exponents n, m: {N_EXP}, {M_EXP}")
print(f"r0, cutoff: {R0}, {CUTOFF} bohr")
print(f"kappa: {KAPPA} hartree; target C0: {C_TARGET}")
for k, row in enumerate(cell):
    print(f"lattice vector {k + 1}: {row} bohr")
for k, row in enumerate(positions):
    print(f"position of atom {k}: {row} bohr")
s_one, slope_one = rational_switch(1.0)
print(f"s at r0: {s_one:.6f}; ds/dx at r0: {slope_one:.6f}")
print(f"distance of atoms 0 and 2: {np.linalg.norm(positions[2] - positions[0]):.6f} bohr")
near_01 = np.linalg.norm(moved[1] - positions[0])
print(f"distance of atom 0 and image of atom 1: {near_01:.6f} bohr")
print(f"s at cutoff: {s_cut:.6e}; df/dr just inside: {jump:.6e} 1/bohr")
for offset, bad, good in slope_errors:
    print(f"max ds/dx error, x-1 from {offset:.0e}: textbook {bad:.1e}, factored {good:.1e}")
print(f"volume: {volume:.3f} bohr^3")
print(f"coordination C: {c_value:.8f}")
print(f"bias energy: {bias_energy:.8e} hartree")
print(f"V'(C): {bias_slope:.8e} hartree")
for k, row in enumerate(forces):
    print(f"force on atom {k}: {row[0]: .6e} {row[1]: .6e} {row[2]: .6e} hartree/bohr")
for label, row in zip("xyz", virial):
    print(f"cell virial Xi, row {label}: {row[0]: .6f} {row[1]: .6f} {row[2]: .6f}")
for label, row in zip("xyz", stress):
    print(f"stress row {label}: {row[0]: .6e} {row[1]: .6e} {row[2]: .6e} hartree/bohr^3")
print(f"bias pressure: {pressure:.6e} hartree/bohr^3 = {pressure * gpa:.6f} GPa")
print(f"pressure from volume difference: {fd_pressure:.6e} hartree/bohr^3")
print(f"steps: {STEP:.0e} bohr for lengths, {STRAIN_STEP:.0e} for strain")
print(f"smallest distance of a pair from cutoff: {margin:.6f} bohr")
print(f"max force deviation: {force_error:.1e} hartree/bohr")
print(f"max stress deviation: {stress_error:.1e} hartree/bohr^3")
print(f"max cell-gradient deviation: {cell_error:.1e} hartree/bohr")
print(f"2nd-order force error, steps 2e-3, 1e-3 bohr: {error_coarse:.3e}, {error_fine:.3e} hartree/bohr")
print(f"ratio of these errors: {error_coarse / error_fine:.4f}")
print(f"self-image part of C: {self_c:.6f}; of trace Xi: {np.trace(self_virial):.6f}")
print(f"max stress error without self-images: {self_omission:.3e} hartree/bohr^3")
print(f"trace of Xi: {np.trace(virial):.6f}")
print(f"trace of atomic sum: {np.trace(atomic_virial):.6f}; atom 1 moved to image: {np.trace(moved_atomic_virial):.6f}")
print(f"simple cubic, edge {edge} bohr: C {one[0]:.6f} (1 atom), {eight[0]:.6f} (8 atoms)")
print(f"simple cubic Xi_xx: {one[2][0, 0]:.6f} (1 atom), {eight[2][0, 0]:.6f} (8 atoms)")
print("all assertions hold")
```

It prints:

```
exponents n, m: 8, 14
r0, cutoff: 4.0, 10.6 bohr
kappa: 0.05 hartree; target C0: 3.0
lattice vector 1: [10.  0.  0.] bohr
lattice vector 2: [1. 9. 0.] bohr
lattice vector 3: [-1.   0.5 11. ] bohr
position of atom 0: [1. 1. 1.] bohr
position of atom 1: [9.  8.  9.5] bohr
position of atom 2: [5. 1. 1.] bohr
position of atom 3: [1.5 5.  2. ] bohr
position of atom 4: [4.5 4.  6. ] bohr
position of atom 5: [8.  5.  7.5] bohr
s at r0: 0.571429; ds/dx at r0: -1.714286
distance of atoms 0 and 2: 4.000000 bohr
distance of atom 0 and image of atom 1: 4.062019 bohr
s at cutoff: 2.886335e-03; df/dr just inside: -1.637609e-03 1/bohr
max ds/dx error, x-1 from 1e-03: textbook 4.8e-12, factored 1.6e-15
max ds/dx error, x-1 from 1e-05: textbook 5.6e-08, factored 2.0e-15
max ds/dx error, x-1 from 1e-07: textbook 8.8e-04, factored 1.1e-15
volume: 990.000 bohr^3
coordination C: 2.08574647
bias energy: 2.08964880e-02 hartree
V'(C): -4.57126765e-02 hartree
force on atom 0: -1.167005e-03 -5.127558e-03 -9.980786e-03 hartree/bohr
force on atom 1:  7.036907e-03  2.190951e-03  1.409280e-02 hartree/bohr
force on atom 2: -5.760031e-03 -1.773549e-03 -2.004413e-03 hartree/bohr
force on atom 3: -3.266451e-03 -6.524645e-04 -9.125584e-03 hartree/bohr
force on atom 4: -3.483321e-05 -2.440120e-04  3.134624e-04 hartree/bohr
force on atom 5:  3.191413e-03  5.606633e-03  6.704520e-03 hartree/bohr
cell virial Xi, row x: -2.458704 -0.520044 -0.808984
cell virial Xi, row y: -0.520044 -3.661358 -0.704512
cell virial Xi, row z: -0.808984 -0.704512 -2.108124
stress row x:  1.135292e-04  2.401274e-05  3.735437e-05 hartree/bohr^3
stress row y:  2.401274e-05  1.690611e-04  3.253045e-05 hartree/bohr^3
stress row z:  3.735437e-05  3.253045e-05  9.734140e-05 hartree/bohr^3
bias pressure: -1.266439e-04 hartree/bohr^3 = -3.725992 GPa
pressure from volume difference: -1.266439e-04 hartree/bohr^3
steps: 1e-03 bohr for lengths, 1e-04 for strain
smallest distance of a pair from cutoff: 0.076217 bohr
max force deviation: 2.5e-14 hartree/bohr
max stress deviation: 2.7e-16 hartree/bohr^3
max cell-gradient deviation: 4.1e-14 hartree/bohr
2nd-order force error, steps 2e-3, 1e-3 bohr: 1.957e-08, 4.893e-09 hartree/bohr
ratio of these errors: 4.0000
self-image part of C: 0.011511; of trace Xi: -0.138324
max stress error without self-images: 4.064e-06 hartree/bohr^3
trace of Xi: -8.228186
trace of atomic sum: 5.339243; atom 1 moved to image: -0.046657
simple cubic, edge 5.0 bohr: C 1.773254 (1 atom), 1.773254 (8 atoms)
simple cubic Xi_xx: -3.277504 (1 atom), -3.277504 (8 atoms)
all assertions hold
```
